# Why Shrinking a Quantum Dot Does Not Raise Its Oscillator Strength

Suppose a detector needs dots that each absorb light strongly at the band edge. Someone notes that the oscillator strength per unit volume rises steeply as the radius shrinks, and chooses the smallest dots available. If the device depends on the strength of each dot, this choice makes it worse. For the CdSe-like dots below, halving the radius from 3 to 1.5 nm multiplies the strength per volume by 3.7, but multiplies the strength per dot by 0.47.

## The counter-example

The dot is a sphere of radius $R$ with impenetrable walls, one parabolic conduction band and one parabolic valence band, both spin-degenerate. The light is polarized along the direction in which the interband matrix element is allowed. The dot starts in its ground state, and the field is the one inside the dot.

Let $f$ be the strength summed over the spin-conserving transitions at the band edge. The proof below gives

$$f=\frac{2E_P K}{E},\qquad K=\left|\int\Psi(\mathbf r,\mathbf r)\,d^3r\right|^2 .$$

Here $E$ is the transition energy and $\Psi(\mathbf r_e,\mathbf r_h)$ is the normalized envelope of the electron-hole pair. In Hartree atomic units $E_P=2|p_{cv}|^2$, with $p_{cv}$ the momentum element between the cell-periodic band functions.

The parameters are rough typical values for CdSe: gap $E_g=1.75$ eV, masses $m_e=0.13$ and $m_h=0.45$, dielectric constant $\varepsilon=9$, and $E_P=18$ eV. The reduced mass is $\mu=0.1009$, the exciton Bohr radius is $a=\varepsilon/\mu=4.72$ nm, and the natural pair energy is $\mu/\varepsilon^2=0.03388$ eV.

To first order in the Coulomb attraction,

$$E\simeq E_g+\frac{\mu}{\varepsilon^2}\left[\frac{\pi^2}{2}\left(\frac aR\right)^2-1.786\,\frac aR\right].$$

At $R=1.5$ nm, $R/a=0.318$. The confinement term is $48.9\times0.03388=1.66$ eV and the Coulomb term is $5.62\times0.03388=0.19$ eV, so $E\simeq3.22$ eV. At 3 nm the same terms are 0.41 and 0.10 eV, so $E\simeq2.07$ eV.

A variational solution of the full pair problem gives 3.211 and 2.063 eV, and also supplies $K$. Its trial functions are products of the hard-wall ground functions, polynomials in $r_e^2$ and $r_h^2$, and powers of the separation $r_{eh}$ times $e^{-r_{eh}/a}$. A larger set of such functions leaves the energies unchanged but raises $K$ by 0.007 at 1.5 nm and 0.009 at 3 nm, so $K$ and $f$ are settled only to about 0.5%; their ratios between the two radii are settled to about 0.002. The strengths are then

$$f(1.5\ \mathrm{nm})=\frac{36}{3.211}\times1.371=15.4,\qquad f(3\ \mathrm{nm})=\frac{36}{2.063}\times1.888=32.9 .$$

| $R$ (nm) | $E$ (eV) | $K$ | $f$ | $f/V$ (nm$^{-3}$) |
|---|---|---|---|---|
| 1.5 | 3.21 | 1.37 | 15.4 | 1.09 |
| 2.0 | 2.53 | 1.53 | 21.7 | 0.65 |
| 2.5 | 2.23 | 1.70 | 27.4 | 0.42 |
| 3.0 | 2.06 | 1.89 | 32.9 | 0.29 |

Shrinking lowers $f$ at each step, while $f/V$ rises. The ratio between the end points splits into two factors: $1/E$ contributes 0.643 and $K$ contributes 0.726, with product 0.467. The volume falls to 0.125 of its value, so $f/V$ changes by $0.467/0.125=3.7$. The gain per volume comes from fitting eight small dots into the volume of one large dot. It is not a gain of any one of them.

## The correct statement

Within this model:

1. For $R\ll a$, $K\to1$ for any pair of masses. With band mixing neglected, the squared momentum element of the dot no longer depends on size, and $f\to2E_P/E$. The mixing treated below makes it depend on size again once the confinement energy approaches the gap.
2. The leading correction is $K=1+cR/a$ with $c>0$. To this order both $K$ and $1/E$ fall on shrinking, and so does $f$.
3. For $R\gg a$, $K\to(8/\pi^2)(R/a)^3$, and $f$ is proportional to volume.

A nearly constant $f$ therefore needs more than strong confinement. The confinement energy must also be small compared with the gap, so that $E$ hardly moves:

$$\frac{\pi}{\sqrt{2\mu E_g}}\ll R\ll a .$$

For the example the lower length is $\pi a\sqrt{0.03388/(2\times1.75)}=0.31\,a$, or 1.5 nm, against $a=4.7$ nm. The window is too narrow for a plateau, which is why $f$ changes by a factor of two. That is still far from the factor of eight that a volume law would give.

## Proof

**From dipole to momentum.** For a transition from the ground state $|0\rangle$ to $|n\rangle$, the strength is $f_n=2E|\langle n|X|0\rangle|^2$, where $X$ is the sum of the electrons' coordinates along the polarization. If the potentials are local, only the kinetic energy fails to commute with $X$. Since $i[p^2/2,x]=p$, the total momentum is $P=i[H,X]$. Between eigenstates this reads $\langle n|P|0\rangle=iE\langle n|X|0\rangle$, so

$$f_n=\frac{2|\langle n|P|0\rangle|^2}{E}.$$

**Separating cell and envelope.** Write a conduction orbital as $F_c u_c$ and a valence orbital as $F_v u_v$. The $F$ vary slowly over a unit cell, and the $u$ are periodic with $|u|^2$ averaging to one. Then

$$\langle F_cu_c|p|F_vu_v\rangle=\int F_c^*F_v\,u_c^*(pu_v)\,d^3r+\int F_c^*(pF_v)\,u_c^*u_v\,d^3r .$$

Each cell-periodic factor may be replaced by its cell average. The second average vanishes because $u_c$ and $u_v$ are orthogonal. The first is $p_{cv}$, which leaves $p_{cv}\int F_c^*F_v\,d^3r$.

A hole carries the complex conjugate of the orbital that the electron left. A general pair is thus $\Psi=\sum_{ij}C_{ij}F_{ci}(\mathbf r_e)F_{vj}^*(\mathbf r_h)$, and for one spin

$$\langle n|P|0\rangle=p_{cv}\sum_{ij}C_{ij}^*\int F_{ci}^*F_{vj}\,d^3r=p_{cv}\int\Psi^*(\mathbf r,\mathbf r)\,d^3r .$$

Without electron-hole exchange, the two spin-conserving pairs are degenerate and each contributes $2|p_{cv}|^2K/E=E_PK/E$. Their sum is $f=2E_PK/E$.

The resulting link between dipole strength and envelope overlap was tested on a one-dimensional two-band envelope model of a wire, using the dipole between fully diagonalized states. The model takes the cell averaging for granted and does not test it. The wire had a gap of 1 hartree, masses 0.5 and 1, and a weak interband velocity element of 0.02 atomic units. For one spin and no Coulomb term the formula predicts $fE/E_P=1$. A wire 80 bohr long gave 0.991. A wire 10 bohr long gave 0.682, and the shortfall is the band mixing treated further on.

**Strong confinement.** Without the Coulomb term, electron and hole separate. Put $F=u(r)/r$ for the lowest state. Then $u''=-k^2u$ with $u(0)=u(R)=0$, so $k=\pi/R$. The norm of $N\sin(\pi r/R)/r$ is $4\pi N^2(R/2)=1$, hence

$$F(r)=\frac{\sin(\pi r/R)}{r\sqrt{2\pi R}} .$$

The mass enters the energy $\pi^2/(2mR^2)$ but not the function. Electron and hole have the same envelope, so $\int\Psi(\mathbf r,\mathbf r)\,d^3r=\int F^2d^3r=1$ and $K=1$. A smaller sphere squeezes both functions equally, and their overlap was already complete.

**The Coulomb energy.** With $s=r/R$, the radial density of either particle is $\rho(s)=2\sin^2\pi s$. The charge within $s$ is $Q(s)=\int_0^s\rho\,ds'=s-\sin(2\pi s)/2\pi$. Each shell sees the charge inside it as if at the centre, and counting both orderings of the two radii gives the attraction $-J/(\varepsilon R)$ with

$$J=2\int_0^1\frac{\rho(s)\,Q(s)}{s}\,ds=1.786 .$$

Since $1/(\varepsilon R)=(\mu/\varepsilon^2)(a/R)$, this is the Coulomb term used in the example.

**The sign of the correlation term.** Measure lengths in $R$ and energies in $1/(\mu R^2)$. The pair Hamiltonian becomes

$$h=-\frac{\mu}{2m_e}\nabla_e^2-\frac{\mu}{2m_h}\nabla_h^2-\frac{R}{a}\,\frac1{s_{eh}} .$$

For small $R/a$ the last term is a perturbation. The unperturbed pairs are $F_i(\mathbf s_e)F_j^*(\mathbf s_h)$, and their contact integral $\int F_iF_j^*\,d^3s$ is $\delta_{ij}$. Only admixed pairs with $i=j$ change the contact integral at first order. Their excitation energy is

$$\left(\frac{\mu}{m_e}+\frac{\mu}{m_h}\right)\frac{k_i^2-\pi^2}{2}=\frac{k_i^2-\pi^2}{2},$$

because $1/\mu=1/m_e+1/m_h$. Here $k_i$ is the scaled wave number of level $i$. First-order perturbation theory divides the matrix element $-(R/a)W_i$ by minus this energy, so the admixed amplitude is $2(R/a)W_i/(k_i^2-\pi^2)$, with

$$W_i=\iint\frac{q_i(\mathbf s)\,q_i^*(\mathbf s')}{|\mathbf s-\mathbf s'|}\,d^3s\,d^3s',\qquad q_i=F_i^*F_0 .$$

This is the electrostatic form of a charge density with itself. In Fourier space it is an integral of $4\pi|q_i(\mathbf k)|^2/k^2$ and is therefore positive. Squaring the contact integral doubles the first-order term:

$$K=1+c\,\frac Ra,\qquad c=4\sum_{i\ne0}\frac{W_i}{k_i^2-\pi^2}>0 .$$

Summing the series gives $c=1.01$. The coefficient does not depend on the mass ratio, but the range in which the first order suffices does. A very heavy hole has closely spaced levels and gathers at the centre of the electron cloud: for $m_h/m_e=200$, $K$ is already 0.95 at $R/a=0.1$, while for ratios up to 50 it rises above 1. The pair calculation gives $K=1.051$ at $R/a=0.05$ and 1.104 at 0.10, so $c$ is close to 1. These values lie slightly below the converged ones, about 1.052 and 1.106, which extrapolate to $c=1.01$. Physically, the level spacing falls as $1/R^2$ but the attraction only as $1/R$, so a larger dot admixes more of these pairs, and they all add to the contact integral with the same sign.

The energy to first order obeys

$$\frac{dE}{dR}=-\frac{1}{\mu R^3}\left(\pi^2-J\frac Ra\right),$$

which is negative for $R/a<\pi^2/J=5.5$, a range that includes the whole strong-confinement regime. Shrinking thus raises $E$ and lowers $K$, which proves the second statement.

**Weak confinement.** When $R\gg a$, the pair moves as a bound exciton, $\Psi=\phi(r_{eh})\Phi(R_{cm})$, where $R_{cm}$ is the distance of its centre of mass from the centre of the sphere. The relative function is hydrogen-like, with $|\phi(0)|^2=1/(\pi a^3)$. The function $\Phi$ is the hard-wall ground function found above. Integration by parts gives $\int_0^R r\sin(\pi r/R)\,dr=R^2/\pi$, so

$$\int\Phi\,d^3r=\frac{4\pi}{\sqrt{2\pi R}}\,\frac{R^2}{\pi}=\frac{4R^2}{\sqrt{2\pi R}},\qquad \left|\int\Phi\,d^3r\right|^2=\frac{8R^3}{\pi}.$$

Multiplying by $|\phi(0)|^2$ gives $K=(8/\pi^2)(R/a)^3$. The energy tends to the constant $E_g-\mu/(2\varepsilon^2)$, so $f$ is proportional to volume. Contributions from all parts of the sphere add in phase. This requires the exciton to stay coherent across the dot and the dot to be small compared with the wavelength.

With the same mass ratio, the pair calculation gives $K=120$ at $R=6a$ and 437 at $9a$. The bare law gives 175 and 591. An exciton of finite size cannot bring its centre up to the wall, which suggests replacing $R$ by $R$ minus a length of order $a$. Such a shift drops out of the slope of $K^{1/3}$ against $R/a$. That slope is 0.883 between the two radii, against $(8/\pi^2)^{1/3}=0.932$ from the law. The remaining 5% shrinks at larger radii, as surface terms of higher order in $a/R$ would: the slope is 0.910 between $9a$ and $12a$ and 0.920 between $12a$ and $15a$. The local exponent, $\ln(436.7/120.4)/\ln1.5=3.2$, is already near three.

## What real dots change

Real CdSe nanocrystals do not have impenetrable walls. Take instead barriers of 3 eV for both particles and a mass of 1 outside. The envelope $F$ and $F'/m$ must then be continuous at the surface. At 1.5 nm the squared overlap drops to 0.93, because the envelopes now depend on mass: the lighter electron spreads more towards and beyond the surface than the hole. With the Coulomb energy and the correlation kept at their hard-wall values, the transition energy falls by 0.91 eV, from 3.21 to about 2.3 eV, which is roughly where real particles of this size begin to absorb. The agreement does not single out the barrier as the cause: the non-parabolic conduction band, left out here, would by itself lower the electron's confinement energy of 1.29 eV at this radius by about 30 to 40%, or 0.4 to 0.5 eV, depending on the form of dispersion assumed. The lower energy outweighs the lost overlap: $f$ is multiplied by 1.30 at 1.5 nm and by 1.02 at 3 nm. This overlap includes the tails outside the crystal, where $p_{cv}$ need not apply; counting only the inside gives 0.88 at 1.5 nm and factors of 1.22 and 1.01. Either way the effect favours the smaller dot. Recomputing the Coulomb energy and the correlation to first order with the barrier envelopes raises 1.30 and 1.02 to about 1.4 and 1.1. Solving the pair problem in full with the barriers gives 1.44 and 1.16, so that the ratio of $f$ between 1.5 and 3 nm is 0.58; counting only the inside gives 1.34, 1.15 and 0.55.

Band mixing acts the other way when the interband coupling is weak. The interband coupling $vp_z$, with $v=|p_{cv}|$ and light along $z$, adds valence P-like envelopes to the conduction state with amplitudes $v\langle nP|p_z|1S\rangle/D_{1n}$. It adds conduction P-like envelopes to the valence state with amplitudes $-v\langle nP|p_z|1S\rangle/D_{2n}$. The positive energies $D_{1n}$ and $D_{2n}$ separate each state from those mixed into it. The velocity within the conduction band is $p_z/m_e$, and within the valence band $-p_z/m_h$. Both admixtures therefore subtract from the direct element $v$, which is multiplied by

$$C=1-\sum_n|\langle nP|p_z|1S\rangle|^2\left(\frac1{m_hD_{1n}}+\frac1{m_eD_{2n}}\right).$$

For the 10-bohr wire, the one-dimensional form of $C^2$ gives 0.682, in agreement with the full diagonalization. For the dots $C^2$ is 0.63 at 1.5 nm and 0.81 at 3 nm. These values belong to the weak-coupling limit: terms of second order in $v$ are dropped, and the band masses are treated as if they came wholly from other bands. The dot parameters are not in that limit. If the band-edge masses are held fixed and the part due to $v$ is taken out of them, the leading reduction in a bulk two-band model is proportional to $1/\mu-E_P/E_g$ rather than $1/\mu$, and here $1/\mu=9.9$ against $E_P/E_g=10.3$. The remainders $1/m_e-E_P/E_g=-2.6$ and $1/m_h-E_P/E_g=-8.1$ are then negative, so the near equality of these two numbers should not be read as a prediction that the mixing is small. In the 10-bohr wire, raising $E_P$ to 0.95 of the gap at fixed edge masses changes 0.68 to 0.81. The size of this factor for CdSe needs a multiband calculation.

With both factors applied, $f$ is about 13 at 1.5 nm and 27 at 3 nm, a ratio of 0.46 instead of 0.47. The near cancellation rests on the weak-coupling mixing factor; with the barrier factor alone the ratio is 0.59. The direction of the trend survives these two corrections; electron-hole exchange is not included. Image charges are also left out of these numbers; with hard walls, $\varepsilon=9$ inside and 2.25 outside, they change the ratios only to 0.45 for $f$ and 3.6 for $f/V$. The screening is also uncertain, since at these level spacings a value nearer the optical dielectric constant may apply: with $\varepsilon=6$ instead of 9 the hard-wall ratios are 0.40 for $f$ and 3.2 for $f/V$.

Other departures shift the strength by factors that depend only weakly on size. With hard walls and no Coulomb term, a kinetic energy quadratic in momentum contains no length except $R$, so its envelopes merely scale with $R$. Hole masses of 0.45 and 0.9 along different axes give a squared overlap of 0.998 at any radius; the heavier axis also lowers $E$, so $f$ is multiplied by 1.018 at 1.5 nm and 1.006 at 3 nm. The fourfold valence edge of a cubic crystal holds four of the six spin-orbital states. By symmetry it carries two thirds of the weight of each p orbital, so the factor 2 in $f$ becomes 4/3, before envelope mixing within the quartet. That mixing lowers the factor further, and because the spin-orbit splitting sets a second length it is not strictly independent of size. For an external field, a sphere with optical dielectric constant 6 in a host of 2.25 responds with the further factor $[3\times2.25/(6+4.5)]^2=0.41$.

Temperature matters more for emission. At 3 nm the first hole spacing of the one-band model is 0.097 eV, against $kT=0.026$ eV at 300 K, so in that model most holes stay in the lowest level. The degenerate valence band of CdSe packs the levels much closer. A six-band hard-wall estimate, with a spin-orbit splitting of 0.42 eV, Luttinger parameters $(\gamma_1,\gamma)=(2.04,0.58)$ or $(3.33,1.11)$ and the attraction to the electron included, gives a spacing of only 0.02 or 0.01 eV, with 63% or 57% of the holes in the lowest quartet. This estimate is for a cubic crystal in the spherical approximation; the crystal field of wurtzite CdSe, left out, splits the quartet. Absorption from the ground state does not involve this population.

The choice of size then depends on what is held fixed. At a fixed number of dots, the larger dot has the greater band-edge strength over the radii computed here. At a fixed volume of semiconductor, with the same host and local-field factor, smaller dots give more integrated band-edge absorption over the same radii, at a higher photon energy. This second rule ends in weak confinement: $f/V$ passes a minimum near $R=4a$ to $6a$ and then rises slowly towards its volume-law limit. It also concerns the integrated absorption, not the height of the peak, because a given relative spread of radii broadens the line of small dots more. With standard deviations of 5% in radius and 0.02 eV in the intrinsic Gaussian line, the peak ratio between 1.5 and 3 nm is about 1.0 with hard walls and about 2.5 with the 3 eV barriers. These numbers depend on the widths assumed: an intrinsic full width of 0.02 eV gives 0.9 and about 2, and one of 0.08 eV gives 1.2 and 3.2. The numerical output below lists the values for all four radii.

## Table of computed values

```
Inputs: gap 1.75 eV, E_P 18.0 eV, eps 9.0
Masses (m0): electron 0.13, hole 0.45, reduced 0.1009
Exciton Bohr radius a = 4.722 nm
Pair energy unit mu/eps^2 = 0.03388 eV
Coulomb coefficient J: integral 1.7861, pair 1.7938
K at R/a=0.05: 1.0506; at 0.10: 1.1038
Linear coefficient (K-1)a/R at 0.05: 1.011
K at R/a=6: 120.4; at 9: 436.7
Bare volume law at 6: 175.1; at 9: 590.9
Slope of K^(1/3): pair 0.8829, law 0.9324
Basis change of K at R/a=9: -0.02 %
Wire: gap 1 Ha, masses 0.5 and 1 m0, velocity element 0.02 au
Wire f E/E_P, length 80 bohr: 0.9910
Wire f E/E_P, length 10 bohr: 0.6816, mixing formula 0.6817
R(nm)  R/a    E(eV)   K      2E_P/E  f      f/V(nm^-3)
1.5   0.318  3.211  1.371  11.21  15.38  1.088
2.0   0.424  2.534  1.525  14.21  21.67  0.647
2.5   0.529  2.227  1.697  16.17  27.43  0.419
3.0   0.635  2.063  1.888  17.45  32.94  0.291
Ratios, 1.5 nm dot over 3.0 nm dot:
  E: 1.556
  K: 0.726
  2E_P/E: 0.643
  f: 0.467
  f/V: 3.734
  volume: 0.125
Barriers 3.0 eV, outside mass 1.0 m0
R(nm) overlap^2 E-drop(eV) barrier-factor mixing-factor f-corr
1.5   0.9303   0.906   1.296   0.632   12.60
2.0   0.9340   0.439   1.130   0.707   17.32
2.5   0.9409   0.246   1.058   0.768   22.28
3.0   0.9482   0.152   1.023   0.814   27.44
Corrected f ratio, 1.5 over 3.0 nm: 0.459
Hole masses 0.45, 0.9 m0: overlap^2 0.9978
Fourfold valence edge weight: 1.3333 (two-band: 2)
Local-field factor squared: 0.413 (eps 6.0 in 2.25)
Hole 1S-1P spacing at 3.0 nm: 0.0971 eV
kT at 300 K: 0.0259 eV
```
